# Zeeman splitting of heavy and light holes in a tilted field

## Problem

A hole in a cubic semiconductor has wave vector $\mathbf k$ and belongs to the fourfold band edge with angular momentum $J=3/2$. In the spherical Luttinger model its energy matrix, with a Zeeman term added, is

$$
H=C\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right]+b\,\mathbf n\cdot\mathbf J,\qquad C=\frac{\hbar^2}{2m_0}.
$$

Energies are hole energies, counted positive into the valence band. The matrices $\mathbf J$ are dimensionless, $\gamma>0$, $\mathbf n$ is the unit vector along the field $\mathbf B$, and $b>0$ is an energy proportional to $B$. A negative coefficient would amount to reversing $\mathbf n$, which leaves the splittings unchanged. The wave vector is held fixed, and the field is weak: $b$ is much smaller than the zero-field separation $\Delta$ of the light and heavy holes.

(a) How does each band split, to first order in $b$, when the field is parallel to $\mathbf k$, and when it is perpendicular?

(b) If a first-order splitting vanishes, what is the leading one that remains?

(c) For $k=0.2\ \mathrm{nm^{-1}}$ in a dilute paramagnetic (Cd,Mn)Te crystal at $B=0.05$ T and $T=1.5$ K, how large are the splittings, and what does the model neglect?

## First estimate by scaling

Quantize $\mathbf J$ along $\mathbf k$, which is taken as the $z$ axis. The zero-field energy then depends on $m^2$ alone, where $m$ is the eigenvalue of $J_z$. The four states form two doublets, $m=\pm3/2$ (heavy holes) and $m=\pm1/2$ (light holes).

A parallel field acts through $J_z$, which distinguishes $m$ from $-m$ directly. Both splittings are therefore of order $b$.

A perpendicular field acts through $J_x$, which changes $m$ by one. It can split a doublet by connecting $+m$ to $-m$, and this takes $2m$ steps for positive $m$. Each step supplies a factor $b$, and each intermediate state in the other doublet supplies a factor $1/\Delta$. Hence

$$
\text{light: one step, }\sim b;\qquad
\text{heavy: three steps, }\sim \frac{b^3}{\Delta^2}.
$$

The estimate gives powers, not coefficients. It says that the heavy holes are unsplit at first order, but it cannot tell whether the light-hole splitting differs between the two field directions.

## Exact solution

### Zero field

With $\mathbf k$ along $z$, $(\mathbf k\cdot\mathbf J)^2=k^2J_z^2$, so

$$
E_m=Ck^2\left(\gamma_1+\tfrac52\gamma-2\gamma m^2\right).
$$

For $m=\pm3/2$ the last term is $-\tfrac92\gamma$; for $m=\pm1/2$ it is $-\tfrac12\gamma$. Therefore

$$
E_h=Ck^2(\gamma_1-2\gamma),\qquad E_l=Ck^2(\gamma_1+2\gamma),
$$

$$
\Delta=E_l-E_h=4\gamma Ck^2.
$$

Since the model is spherical, these results hold for every direction of $\mathbf k$.

### Matrix elements

The ladder operators obey

$$
J_+|m\rangle=\sqrt{\tfrac{15}{4}-m(m+1)}\;|m+1\rangle,\qquad J_x=\tfrac12(J_++J_-).
$$

For $m=-1/2$ the root is $\sqrt{15/4+1/4}=2$. For $m=1/2$ and for $m=-3/2$ it is $\sqrt{15/4-3/4}=\sqrt3$. Halving these values gives

$$
\langle\tfrac12|J_x|-\tfrac12\rangle=1,\qquad
\langle\tfrac32|J_x|\tfrac12\rangle=\langle-\tfrac12|J_x|-\tfrac32\rangle=\frac{\sqrt3}{2}.
$$

There is no element between $+3/2$ and $-3/2$, because they differ by three units.

### First order at any angle

Let $\theta$ be the angle between $\mathbf B$ and $\mathbf k$, and choose $x$ so that $\mathbf n\cdot\mathbf J=\cos\theta\,J_z+\sin\theta\,J_x$. Each doublet is degenerate at $b=0$, so the first-order energies are the eigenvalues of the Zeeman term restricted to that doublet. Its diagonal elements alone would not suffice. The restricted matrices are

$$
M_h=b\begin{pmatrix}\tfrac32\cos\theta&0\\0&-\tfrac32\cos\theta\end{pmatrix},\qquad
M_l=b\begin{pmatrix}\tfrac12\cos\theta&\sin\theta\\ \sin\theta&-\tfrac12\cos\theta\end{pmatrix}.
$$

A matrix with diagonal $(u,-u)$ and real off-diagonal element $v$ has eigenvalues $\pm\sqrt{u^2+v^2}$. The splittings are twice these roots:

$$
s_h=3b|\cos\theta|,\qquad s_l=b\sqrt{\cos^2\theta+4\sin^2\theta}.
$$

For the two requested directions,

$$
\mathbf B\parallel\mathbf k:\quad s_h=3b,\; s_l=b;\qquad
\mathbf B\perp\mathbf k:\quad s_h=0,\; s_l=2b.
$$

This answers (a): turning the field from parallel to perpendicular removes the first-order heavy-hole splitting and doubles that of the light holes.

The factor two can be read from the make-up of the light hole. The band edge combines orbital angular momentum $L=1$ with spin $1/2$, and

$$
|\tfrac12\rangle=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|1\downarrow\rangle,\qquad
|-\tfrac12\rangle=\sqrt{\tfrac23}\,|0\downarrow\rangle+\sqrt{\tfrac13}\,|{-1}\uparrow\rangle,
$$

where the number is the orbital projection on $\mathbf k$. Along $\mathbf k$ the two components have opposite spins, so the mean spin is $\tfrac12(\tfrac23-\tfrac13)=\tfrac16$. A perpendicular spin operator flips the spin but leaves the orbital part alone, so it connects just the $|0\rangle$ parts, with element $\tfrac12\cdot\tfrac23=\tfrac13$. The perpendicular response is twice the parallel one. In the heavy states $|1\uparrow\rangle$ and $|{-1}\downarrow\rangle$ the orbital parts are orthogonal, and a spin flip cannot connect them.

Within a multiplet of fixed $J$, every vector operator is proportional to $\mathbf J$ (the Wigner–Eckart theorem). Comparing the spin elements $\tfrac16$ and $\tfrac13$ with $\langle\tfrac12|J_z|\tfrac12\rangle=\tfrac12$ and the element 1 of $J_x$ fixes the factor: the spin acts as $\mathbf s=\mathbf J/3$ within the quartet. This relation is needed in the example.

### Perpendicular field beyond first order

Form the even and odd combinations

$$
|h_\pm\rangle=\frac{|\tfrac32\rangle\pm|-\tfrac32\rangle}{\sqrt2},\qquad
|l_\pm\rangle=\frac{|\tfrac12\rangle\pm|-\tfrac12\rangle}{\sqrt2}.
$$

The matrix elements above give

$$
J_x|h_\pm\rangle=\tfrac{\sqrt3}{2}|l_\pm\rangle,\qquad
J_x|l_\pm\rangle=\tfrac{\sqrt3}{2}|h_\pm\rangle\pm|l_\pm\rangle .
$$

The even and odd states do not mix. With energies measured from $E_h$, each pair $(h_\pm,l_\pm)$ has the block

$$
\begin{pmatrix}0&\tfrac{\sqrt3}{2}b\\ \tfrac{\sqrt3}{2}b&D_\pm\end{pmatrix},\qquad D_\pm=\Delta\pm b.
$$

Its characteristic equation is $E^2-D_\pm E-\tfrac34b^2=0$, with roots

$$
E_{h\pm}=\tfrac12\left[D_\pm-\sqrt{D_\pm^2+3b^2}\right],\qquad
E_{l\pm}=\tfrac12\left[D_\pm+\sqrt{D_\pm^2+3b^2}\right].
$$

For $b\ll\Delta$, $\sqrt{D^2+3b^2}=D+3b^2/(2D)+O(b^4/D^3)$, so that

$$
E_{h\pm}=-\frac{3b^2}{4(\Delta\pm b)}+O\!\left(\frac{b^4}{\Delta^3}\right).
$$

At second order both heavy states move down by the same amount, $3b^2/(4\Delta)$. Their difference is

$$
s_h=\frac{3b^2}{4}\left[\frac1{\Delta-b}-\frac1{\Delta+b}\right]+O\!\left(\frac{b^5}{\Delta^4}\right)
=\frac{3b^3}{2\Delta^2}+O\!\left(\frac{b^5}{\Delta^4}\right).
$$

The neglected $b^4$ terms are equal for the two states at leading order, so they enter the difference at order $b^5$. This answers (b).

The light-hole splitting follows from the traces. In each block $E_{h\pm}+E_{l\pm}=\Delta\pm b$. Subtracting the odd block from the even one gives

$$
s_h+s_l=2b,\qquad s_l=2b-\frac{3b^3}{2\Delta^2}+\dots
$$

Here $s_h=E_{h+}-E_{h-}$ and $s_l=E_{l+}-E_{l-}$. What the heavy pair gains, the light pair loses.

The opposite limit, $\Delta\to0$, is reached at fixed $b$ when $k\to0$. Then $D_\pm=\pm b$ and the square root equals $2b$. The four energies are $-\tfrac32b,-\tfrac12b,\tfrac12b,\tfrac32b$, the evenly spaced levels of a free $J=3/2$. The wave vector no longer supplies an axis, and the names heavy and light lose their meaning.

## What fixed k leaves out

A magnetic field also acts on the orbital motion: the components of the kinetic wave vector stop commuting. This adds an effect of first order in $B$ that the term $b\,\mathbf n\cdot\mathbf J$ does not contain.

Write the kinetic wave vector as $k\hat{\mathbf z}+\boldsymbol\kappa$ and use symmetrized products in $H$. For a field along $z$, $[\kappa_x,\kappa_y]=\pm i/\ell^2$, with $\ell^2=\hbar/(eB)$ and a sign set by the charge and field direction. The part of $(\mathbf k\cdot\mathbf J)^2$ linear in $\boldsymbol\kappa$ is

$$
k\left[\kappa_x(J_xJ_z+J_zJ_x)+\kappa_y(J_yJ_z+J_zJ_y)+2\kappa_zJ_z^2\right].
$$

Between $3/2$ and $1/2$ the two values of $J_z$ add to 2, so the brackets with $J_x$ and $J_y$ have elements $\langle\tfrac12|\cdot|\tfrac32\rangle=\sqrt3$ and $i\sqrt3$. The coupling is

$$
V=-2\sqrt3\,\gamma Ck(\kappa_x+i\kappa_y).
$$

Eliminating the heavy state to second order shifts the light state $+1/2$ by

$$
\frac{VV^\dagger}{\Delta}=\frac{12\gamma^2C^2k^2}{4\gamma Ck^2}(\kappa_x+i\kappa_y)(\kappa_x-i\kappa_y)
=3\gamma C\left(\kappa_x^2+\kappa_y^2-i[\kappa_x,\kappa_y]\right).
$$

The squares change the effective mass. The commutator gives an energy $\pm3\gamma C/\ell^2$, and the state $-1/2$ receives the opposite sign. Since $C/\ell^2=\mu_BB$, the splitting has magnitude $6\gamma\mu_BB$. For the heavy states the shift is $-V^\dagger V/\Delta$, which leads to the same magnitude.

For a perpendicular field the relevant commutator contains $\kappa_z$. But $\kappa_z$ multiplies $J_z^2$, which does not connect the doublets, so this moment does not contribute.

The doubling is thus a property of the $\mathbf J\cdot\mathbf B$ term. It describes a hole in a real field when that term is much larger than $6\gamma\mu_BB$. The direct Zeeman coupling alone has $b=2\kappa_L\mu_BB$, where $\kappa_L$ is Luttinger's magnetic parameter. With $\gamma=1.84$ from the next section and a rough value $\kappa_L=0.5$, the orbital splitting would exceed the light-hole splitting $b$ from this coupling by a factor $3\gamma/\kappa_L=3(1.84)/0.5\approx11$. The factor is as uncertain as $\kappa_L$: a value of 0.7 would give about 8. In a paramagnet with manganese spins, exchange enlarges $b$ without enlarging the orbital term, which is why such a crystal is chosen here.

## Numbers for (Cd,Mn)Te

The band parameters are rough typical values: $\gamma_1=5$, $\gamma_2=1.6$, $\gamma_3=2.0$, with the spherical average $\gamma=(2\gamma_2+3\gamma_3)/5=1.84$. The exchange energy is about 900 meV in magnitude, and a fraction $x=0.02$ of the cation sites carries free manganese spins. With $C=38.1\ \mathrm{meV\,nm^2}$,

$$
\Delta=4(1.84)(38.1)(0.2)^2=11.2\ \mathrm{meV}.
$$

For spin $5/2$ and $g$-factor 2, the Curie law gives the mean manganese spin

$$
\langle S\rangle=\frac{\tfrac52\cdot\tfrac72\cdot2\mu_BB}{3k_BT}=0.131 .
$$

The full thermal average is 0.130, so the response is still linear. In the mean-field picture the hole spin feels an energy $900\,x\langle S\rangle\,\mathbf n\cdot\mathbf s$ meV. With $\mathbf s=\mathbf J/3$,

$$
b=\frac{900\times0.02\times0.1306}{3}=0.784\ \mathrm{meV},\qquad \frac b\Delta=0.070.
$$

The parallel splittings are $3b=2.35$ meV for heavy and $b=0.784$ meV for light holes. In the perpendicular field the exact roots give 0.0057 meV and 1.562 meV. Since the inputs are rough, digits beyond the first or second serve only to compare formulas within the model.

## Comparison of estimate and solution

For the light holes, scaling gives $b=0.78$ meV in either direction. The solution confirms this for the parallel field and doubles it for the perpendicular one. The first-order value $2b=1.567$ meV lies 0.4% above the exact root, and the exact ratio of perpendicular to parallel splitting is 1.993.

For the heavy holes, the estimate is $b^3/\Delta^2=0.784\times(0.070)^2\approx0.0038$ meV. The coefficient $3/2$ raises it to 0.0057 meV, as the exact roots confirm. The common shift $3b^2/(4\Delta)\approx0.041$ meV is about seven times larger.

This residual splitting is easily masked. A field tilted by a small angle $\delta$ out of the perpendicular plane gives $3b\delta$ at first order. That equals the cubic splitting at $\delta=b^2/(2\Delta^2)\approx0.0024$ rad, or $0.14^\circ$.

The weak-field condition also limits $k$. Since $\Delta\propto k^2$, the energies $b$ and $\Delta$ become equal at $k=0.2\sqrt{0.070}\approx0.053\ \mathrm{nm^{-1}}$. In the perpendicular field the first-order results need $k$ well above this value. In the parallel field the Zeeman term commutes with the zero-field energy, and the splittings $3b$ and $b$ between the states $\pm m$ are exact at any $k$.

## How far the real crystal departs from the model

**Orbital motion.** The orbital moment contributes 0.032 meV in the parallel field, 4% of the light-hole splitting. Its sign relative to $b$ was not determined here, so the ratio of the first-order splittings could lie near 1.92 or 2.08. The light-hole cyclotron energy, 0.050 meV, is small beside $2b$, and $k\ell=23$, so a fixed $\mathbf k$ is a reasonable description of the light-hole splittings. This argument does not cover the cubic heavy-hole splitting, which is smaller than even the heavy-hole cyclotron energy, $2(\gamma_1-2\gamma)\mu_BB\approx0.008$ meV. The direct Zeeman energy is 0.003 meV.

**Split-off band.** With a spin-orbit gap of 900 meV, a six-band calculation gives light-hole splittings of 0.744 and 1.542 meV, with ratio 2.07. The composition of the light hole explains the change. Let $a^2$ be the weight of its $|0\rangle$ part; the first-order splittings are then $3b(2a^2-1)$ and $3ba^2$. The $|0\rangle$ part has the higher kinetic energy, by $6\gamma Ck^2=\tfrac32\Delta$. Repulsion from the split-off band, which lies higher in hole energy, therefore lowers $a^2$ below $2/3$. The parallel splitting, a difference of two weights, suffers more.

**Cubic warping.** For $\mathbf k$ along [001] the cubic Hamiltonian still contains just $J_z^2$, and the first-order results stand. The separation becomes $4\gamma_2Ck^2\approx9.8$ meV, which raises the cubic heavy-hole splitting to about 0.0075 meV. In other directions the heavy states can acquire a first-order perpendicular splitting. The largest value found on a grid of directions is $0.19b\approx0.15$ meV, far above the cubic term. On the same grid the perpendicular light-hole splitting ranges from $1.84b$ to $2.15b$.

**Missing inversion symmetry.** A cubic spin-orbit term with an assumed coefficient of $50\ \mathrm{meV\,nm^3}$ splits the light holes by 0.4 meV at zero field for $\mathbf k$ along [110]. It vanishes along [001] and [111], where warping also leaves the first-order results unchanged. Terms linear in $k$, which the crystal symmetry also allows, were not included. They can split the heavy holes at zero field along [110] and [111], by far more than the splitting of order $b^3$, so [111] is not a protected direction once they are present. Along [001] they leave both doublets unsplit at zero field, but the heavy–light mixing they cause can change the small perpendicular heavy-hole splitting by an amount comparable to the cubic term itself.

**Coupling between manganese spins.** The Curie law treats the free manganese spins as independent. In real crystals a weak antiferromagnetic coupling remains, commonly described by replacing $T$ with $T+T_0$. An assumed $T_0=1$ K would lower $b$ from 0.78 to 0.47 meV. The first-order splittings would shrink by the same 40%, and the cubic heavy-hole splitting would fall to about 0.0012 meV. The ratios of the first-order splittings within the model would not change.

**Lifetime and population.** Lifetime broadening can hide the splittings. A scattering time of 0.1 ps, assumed for a doped layer, gives a width $\hbar/\tau=6.6$ meV, four times the larger light-hole splitting. The width falls to $2b$ at $\tau=0.42$ ps. Two equal Lorentzian lines with this full width would show two strongly overlapping peaks; clearly separated lines would need a longer time.

Even without doping, the thermally disordered manganese spins scatter the holes. For independent spins, Fermi's golden rule gives the width

$$
\Gamma=2\pi n\left(\frac{\beta}{3}\right)^2\frac{35}{12}\,\frac{15}{4}\,\bar\rho .
$$

Here $n=0.29\ \mathrm{nm^{-3}}$ is the density of free manganese spins, $\beta=61\ \mathrm{meV\,nm^3}$ is the exchange energy divided by the density of cation sites, and $35/12$ is the mean square of one spin component. The factor $15/4$ is $\mathbf J^2$, and $\bar\rho$ is the density of states per spin state at the hole energy, averaged over the heavy and light bands. At this $k$ the width is about 1.2 meV for the light holes and 0.4 meV for the heavy holes. The first exceeds the parallel light-hole splitting and is comparable to the perpendicular one; the second is far larger than the cubic heavy-hole splitting. The thermal energy is 0.13 meV, while the holes at this $k$ lie 2.0 meV (heavy) and 13.2 meV (light) above the band edge, so they must be supplied by doping or optical excitation. The Curie law used above also requires few holes, because holes couple the manganese spins to one another. Filling the light-hole states at this $k$ by doping would take about $5\times10^{18}\ \mathrm{cm^{-3}}$ in the spherical model. For independent manganese spins, a mean-field estimate then puts carrier-induced magnetic order near 2 K, above the assumed temperature. An antiferromagnetic $T_0=1$ K would lower this to near 1 K, but the holes would still strongly enhance the manganese response at 1.5 K. The numbers here therefore apply at most to a small density of optically excited holes, and only while these are not bound to the electrons created with them. With a rough electron mass of $0.1\,m_0$ and a dielectric constant near 10, the exciton binding energy is about 9 meV and the inverse Bohr radius about $0.12\ \mathrm{nm^{-1}}$, comparable to $\Delta$ and to $k$. A hole bound in an exciton has no sharp $\mathbf k$, and the fixed-$\mathbf k$ splittings do not describe it. The calculated values are level separations at fixed $\mathbf k$, not a predicted spectrum.

## Values computed for the example and the checks

```
gamma1: 5
gamma2: 1.6
gamma3: 2
spherical gamma: 1.84
exchange energy magnitude: 900 meV
free Mn fraction: 0.02
field B: 0.05 T
temperature: 1.5 K
wave number k: 0.2 nm^-1
hbar^2/2m0: 38.1 meV nm^2
heavy-hole energy at k: 2.012 meV
light-hole energy at k: 13.23 meV
light-heavy separation delta: 11.22 meV
mean Mn spin, Curie law: 0.1306
mean Mn spin, full thermal average: 0.1304
Zeeman energy b: 0.7837 meV
b/delta: 0.06987
parallel: heavy splitting: 2.351 meV
parallel: light splitting: 0.7837 meV
perpendicular: first-order light splitting 2b: 1.567 meV
perpendicular: exact heavy splitting: 0.005703 meV
perpendicular: exact light splitting: 1.562 meV
cubic estimate 3b^3/(2 delta^2): 0.005738 meV
exact ratio light perpendicular/parallel: 1.993
Neglected effects:
orbital-moment splitting, B parallel k: 0.032 meV
light-hole cyclotron energy: 0.0502 meV
k times magnetic length: 22.9
direct Zeeman parameter kappa: 0.5
direct Zeeman energy 2 kappa muB B: 0.00289 meV
spin-orbit gap: 900 meV
six-band parallel light splitting: 0.7442 meV
six-band perpendicular light splitting: 1.542 meV
six-band perpendicular heavy splitting: 0.005699 meV
six-band light ratio: 2.072
warping: largest perpendicular heavy splitting / b: 0.191
warping: smallest parallel light splitting / b: 0.992
warping: largest parallel light splitting / b: 1.01
warping: smallest perpendicular light splitting / b: 1.84
warping: largest perpendicular light splitting / b: 2.15
asymmetry coefficient: 50 meV nm^3
asymmetry light splitting, k along [110]: 0.4 meV
asymmetry heavy splitting, k along [110]: 9.5e-05 meV
scattering time: 0.1 ps
lifetime width hbar/tau: 6.58 meV
scattering time at which width equals 2b: 0.42 ps
thermal energy kT: 0.129 meV
```
